\section*{Electron Inertia and the Two Spatial Branches of a Helicon Plasma}

\section{Helicon and Trivelpiece--Gould branches}

A field calculation for a helicon source needs a decision before the mesh is drawn: may the electron mass be set to zero? Without it, the plasma field at a given frequency and axial wavenumber has one transverse wavelength, centimetres long in a typical etching source. With it there is a second wavelength, of millimetres, and a wave that can lose its energy close to where it is launched. The mesh, the wall conditions and the computed heating profile all depend on the choice.

\subsection{From momentum balance to a curl equation}

Consider a uniform plasma of electron density $n$ in a static field $\mathbf B_0=B_0\hat{\mathbf z}$. The ions are immobile, the electrons are cold and have no drift, and their momentum is lost at a constant collision frequency $\nu$. All perturbations are small and vary as $\exp[i(kz-\omega t)]$, with real $k,\omega>0$. The transverse dependence is left free. With electron charge $-e$ and mass $m$, the linear momentum balance is
\begin{equation}
-i\omega m\mathbf v=-e(\mathbf E+\mathbf v\times\mathbf B_0)-m\nu\mathbf v .
\label{eq:momentum}
\end{equation}
Solving for $\mathbf E$, and using $i\omega-\nu=i(\omega+i\nu)$, gives
\begin{equation}
\mathbf E=-\mathbf v\times\mathbf B_0+\frac{im(\omega+i\nu)}{e}\mathbf v .
\end{equation}
The current is $\mathbf j=-en\mathbf v$, so that
\begin{equation}
\mathbf E=\frac{\mathbf j\times\mathbf B_0}{en}
-\frac{im(\omega+i\nu)}{e^2n}\mathbf j .
\label{eq:ohm}
\end{equation}
The first term is the Hall field. The second holds inertia and collisions.

Displacement current is dropped, so $\nabla\times\mathbf B=\mu_0\mathbf j$ and hence $\nabla\cdot\mathbf j=0$. Since $\mathbf B_0$ is uniform,
\begin{equation}
\nabla\times(\mathbf j\times\mathbf B_0)
=(\mathbf B_0\cdot\nabla)\mathbf j-\mathbf B_0(\nabla\cdot\mathbf j)
=ikB_0\mathbf j .
\end{equation}
Faraday's law is $\nabla\times\mathbf E=i\omega\mathbf B$. The curl of \eqref{eq:ohm} therefore gives
\begin{equation}
i\omega\mathbf B=\frac{ikB_0}{en}\mathbf j
-\frac{im(\omega+i\nu)}{e^2n}\nabla\times\mathbf j .
\label{eq:faraday}
\end{equation}
Define
\begin{equation}
\omega_c=\frac{eB_0}{m},\quad
\delta^2=\frac{m}{\mu_0ne^2},\quad
\gamma=\frac{\omega+i\nu}{\omega_c},\quad
k_w^2=\frac{\mu_0en\omega}{B_0}=\frac{\omega}{\omega_c\delta^2}.
\label{eq:defs}
\end{equation}
Here $\delta=c/\omega_p$ is the collisionless skin depth and $\omega_p$ the electron plasma frequency. Divide \eqref{eq:faraday} by $i$, multiply it by $\mu_0e^2n/m$, and replace $\mu_0\mathbf j$ by $\nabla\times\mathbf B$:
\begin{equation}
(\omega+i\nu)\nabla\times\nabla\times\mathbf B
-k\omega_c\nabla\times\mathbf B+\frac{\omega}{\delta^2}\mathbf B=0 .
\end{equation}
Division by $\omega_c$ leaves
\begin{equation}
\gamma\nabla\times\nabla\times\mathbf B-k\nabla\times\mathbf B+k_w^2\mathbf B=0 .
\label{eq:curl2}
\end{equation}
Inertia and collisions multiply the highest derivative. Dropping both lowers the order of the equation. Dropping inertia alone, while keeping the resistivity $m\nu/(ne^2)$, leaves $\gamma=i\nu/\omega_c$: the order is unchanged, and a second, strongly damped solution remains as a thin resistive layer.

\subsection{Separation into two fields}

The coefficients in \eqref{eq:curl2} are constants, so the equation factors:
\begin{equation}
(\nabla\times{}-\beta_1)(\nabla\times{}-\beta_2)\mathbf B=0,
\quad
\beta_1+\beta_2=\frac{k}{\gamma},\quad
\beta_1\beta_2=\frac{k_w^2}{\gamma}.
\label{eq:factor}
\end{equation}
Both constants satisfy
\begin{equation}
\gamma\beta^2-k\beta+k_w^2=0,
\label{eq:quadratic}
\end{equation}
and are therefore
\begin{equation}
\beta_{1,2}=\frac{k}{2\gamma}(1\mp s),\qquad
s=\sqrt{1-\frac{4\gamma k_w^2}{k^2}} .
\label{eq:roots}
\end{equation}

For $\beta_1\ne\beta_2$, define
\begin{equation}
\mathbf B_1=\frac{(\nabla\times{}-\beta_2)\mathbf B}{\beta_1-\beta_2},
\qquad
\mathbf B_2=\frac{(\nabla\times{}-\beta_1)\mathbf B}{\beta_2-\beta_1}.
\label{eq:split}
\end{equation}
In the sum the curls cancel and $\mathbf B_1+\mathbf B_2=\mathbf B$ remains. By \eqref{eq:factor}, $\nabla\times\mathbf B_j=\beta_j\mathbf B_j$. The split is unique: applying $\nabla\times{}-\beta_2$ to any such sum removes $\mathbf B_2$ and returns $(\beta_1-\beta_2)\mathbf B_1$. If the roots coincide, \eqref{eq:split} fails and a sum of two such fields no longer represents the general solution.

Taking the curl once more, with $\nabla\cdot\mathbf B_j=0$, gives
\begin{equation}
\nabla^2\mathbf B_j+\beta_j^2\mathbf B_j=0,\qquad
T_j^2=\beta_j^2-k^2 ,
\label{eq:T}
\end{equation}
where $T_j$ is the transverse wavenumber. Thus $\beta_j$ is the total wavenumber of a branch.

In a cylinder, let the angular factor be $\exp(iM\theta)$. The $z$ component of \eqref{eq:T} is Bessel's equation, and its solution regular on the axis is $B_z=J_M(Tr)$, up to an amplitude. The other two components of $\nabla\times\mathbf B=\beta\mathbf B$ are
\begin{equation}
\frac{iM}{r}B_z-ikB_\theta=\beta B_r,\qquad
ikB_r-B_z'=\beta B_\theta .
\label{eq:components}
\end{equation}
Multiply the second by $\beta$ and insert $\beta B_r$ from the first:
\begin{equation}
\beta^2B_\theta=-\frac{kM}{r}B_z+k^2B_\theta-\beta B_z' .
\end{equation}
Collecting $B_\theta$, and then returning to the first relation in \eqref{eq:components}, gives
\begin{align}
T^2B_\theta&=-\left(\beta B_z'+\frac{kM}{r}B_z\right),\\
T^2B_r&=i\left(kB_z'+\frac{\beta M}{r}B_z\right).
\label{eq:Br}
\end{align}

The two amplitudes are linked at the wall. The current is $\mu_0\mathbf j=\beta_1\mathbf B_1+\beta_2\mathbf B_2$. An insulating wall carries no conduction current, and displacement current is absent here, so $j_r=0$ there:
\begin{equation}
\frac{B_{2r}}{B_{1r}}=-\frac{\beta_1}{\beta_2}\qquad\text{at the wall}.
\label{eq:wall}
\end{equation}
Unless $B_{1r}$ happens to vanish there, the first field cannot meet this condition alone. The second supplies an equal and opposite radial current.

\subsection{Identifying the branches}

Set $\nu=0$ and let $\epsilon=\gamma k_w^2/k^2$. At fixed $\omega$, $k$, $n$ and $B_0$, the quantity $k_w$ does not contain $m$, while $\gamma$ and $\epsilon$ are proportional to $m$. For small $\epsilon$, $s=1-2\epsilon-2\epsilon^2+\cdots$, and \eqref{eq:roots} becomes
\begin{equation}
\beta_1=\frac{k_w^2}{k}(1+\epsilon+\cdots),\qquad
\beta_2=\frac{k}{\gamma}(1-\epsilon+\cdots).
\label{eq:limits}
\end{equation}
The first root tends to the inertialess helicon value. The second goes to infinity as $m\to0$, which is why setting $m=0$ at the start removes it.

The leading value of $\beta_2$ also follows from taking $\nabla\times\mathbf E=0$. This removes the left side of \eqref{eq:faraday}, hence the term $k_w^2$ in \eqref{eq:quadratic}, and the nonzero root is $\beta=k/\gamma$. It means $\omega=\omega_ck/\beta$, the frequency of an electrostatic wave at an angle $\arccos(k/\beta)$ to $\mathbf B_0$. This is the Trivelpiece--Gould (TG) wave.

Without collisions, $k_w^2=\gamma/\delta^2$. Solving \eqref{eq:quadratic} for $\gamma$ then gives one dispersion relation for both branches:
\begin{equation}
\omega=\omega_c\frac{k\beta}{\beta^2+\delta^{-2}},\qquad
\beta_1\beta_2=\frac1{\delta^2}.
\label{eq:dispersion}
\end{equation}
For distinct positive roots, $\beta_1<1/\delta<\beta_2$. At fixed $k$, $\partial\beta/\partial T=T/\beta$, so the transverse group velocity is
\begin{equation}
\frac{\partial\omega}{\partial T}
=\omega_ck\frac{\delta^{-2}-\beta^2}{(\beta^2+\delta^{-2})^2}\frac{T}{\beta}.
\label{eq:group}
\end{equation}
It is positive for the helicon and negative for the TG wave when $T>0$. The TG wave is transversely backward: its energy moves against its transverse phase velocity.

\subsection{Where both waves propagate}

Keep $\nu=0$ and take $\omega<\omega_c/2$, so that $\gamma<1/2$. Real roots require $k^2\ge4\gamma k_w^2=4\gamma^2/\delta^2$. This sets the lower limit
\begin{equation}
k_{\min}=\frac{2\gamma}{\delta}.
\label{eq:kmin}
\end{equation}
Transverse propagation also requires $\beta>k$. At $\beta=k$ the left side of \eqref{eq:quadratic} equals $k_w^2-(1-\gamma)k^2$. While this is positive, $k$ lies outside the interval between the roots. It lies below both, because their midpoint $k/(2\gamma)$ exceeds $k$. The sign changes at
\begin{equation}
k_{\max}=\frac1\delta\sqrt{\frac{\gamma}{1-\gamma}} .
\label{eq:kmax}
\end{equation}
Both waves therefore propagate for $k_{\min}<k<k_{\max}$. Above $k_{\max}$, $\beta_1<k<\beta_2$: the helicon is transversely evanescent and the TG wave still propagates. Below $k_{\min}$ both $\beta$ are complex even without losses.

At fixed $\omega$, $B_0$ and $k$, inserting $\delta^{-2}=\mu_0ne^2/m$ turns these limits into a density window:
\begin{equation}
\frac{m}{\mu_0e^2}\frac{1-\gamma}{\gamma}k^2<n<
\frac{m}{\mu_0e^2}\frac{k^2}{4\gamma^2}.
\label{eq:window}
\end{equation}

\subsection{Collisional damping}

Let $\nu$ be small. Then $\gamma$ changes by $i\nu/\omega_c$, while $k_w$ is unchanged. The first-order variation of \eqref{eq:quadratic} is
\begin{equation}
\beta^2\,\frac{i\nu}{\omega_c}+(2\gamma\beta-k)\,\Delta\beta=0 .
\end{equation}
By \eqref{eq:roots}, $2\gamma\beta-k$ equals $-ks$ for the helicon and $+ks$ for the TG wave. Hence
\begin{equation}
\operatorname{Im}\beta_1=\frac{\nu\beta_1^2}{\omega_cks},\qquad
\operatorname{Im}\beta_2=-\frac{\nu\beta_2^2}{\omega_cks}.
\label{eq:damping}
\end{equation}
The negative sign does not mean growth. From $T\,\Delta T=\beta\,\Delta\beta$, $\operatorname{Im}T_2$ is negative as well, so a plane wave $\exp(iT_2x)$ becomes smaller toward negative $x$. By \eqref{eq:group}, that is the direction in which its energy travels. The magnitudes in \eqref{eq:damping} are in the ratio $(\beta_2/\beta_1)^2$. When $\beta_2\gg\beta_1$, the short wave is therefore damped over a much shorter distance than the long one, as long as $T_1$ is comparable with $\beta_1$. Close to $k_{\max}$, where $T_1\to0$, $\operatorname{Im}T_1=\beta_1\operatorname{Im}\beta_1/T_1$ grows and this ratio no longer applies to the transverse decay.

\subsection{An argon etching source}

Take 13.56 MHz, $B_0=20$ mT, $n=2\times10^{12}$ cm$^{-3}$ and an axial wavelength of 25 cm. Then $k=25.13$ m$^{-1}$, $\delta=3.76$ mm, $k_w=41.42$ m$^{-1}$, and
\begin{align}
\gamma&=\frac{8.520\times10^7}{3.518\times10^9}=0.0242,\\
s&=\sqrt{1-\frac{4(0.02422)(41.42)^2}{(25.13)^2}}=0.858 .
\end{align}
The prefactor in \eqref{eq:roots} is $k/(2\gamma)=518.8$ m$^{-1}$, so
\begin{align}
\beta_1&=518.8(1-0.8584)\simeq73.5\ \text{m}^{-1},\\
\beta_2&=518.8(1+0.8584)\simeq964\ \text{m}^{-1}.
\end{align}
Equation \eqref{eq:T} gives $T_1=69.0$ m$^{-1}$ and $T_2=964$ m$^{-1}$. The transverse wavelengths $2\pi/T$ are 91 mm for the helicon and 6.5 mm for the TG wave. Inertia raises $\beta_1$ by 7.6\% relative to $k_w^2/k$, so at this density the inertialess model is fair for the long wave but has no trace of the short one. It becomes worse at higher density: where the roots meet, $s=0$ and $\beta_1=k/(2\gamma)$ is twice the inertialess value. At an insulating wall, \eqref{eq:wall} gives $B_{2r}/B_{1r}=-0.076$: the TG wave needs only a small radial magnetic field to cancel the radial current of the helicon. This ratio concerns the radial components alone; the other components of the TG field need not be small.

The chosen $k$ lies between $k_{\min}=12.9$ and $k_{\max}=41.9$ m$^{-1}$. At this $k$, the density window \eqref{eq:window} runs from $7.2\times10^{11}$ to $7.6\times10^{12}$ cm$^{-3}$. The transverse group velocities are $9.4\times10^5$ m/s for the helicon and $-7.6\times10^4$ m/s for the TG wave.

For damping, take argon at 3 mTorr and 400 K, electrons at 3 eV, and a rough electron--neutral rate coefficient of $10^{-13}$ m$^3$/s. Neutral collisions contribute $0.72\times10^7$ s$^{-1}$ and Coulomb collisions with ions $1.23\times10^7$ s$^{-1}$, so $\nu=1.95\times10^7$ s$^{-1}$ and $\nu/\omega=0.23$. The full roots \eqref{eq:roots} then give
\begin{equation}
T_1=69.0+1.5i\ \text{m}^{-1},\qquad T_2=912-227i\ \text{m}^{-1}.
\end{equation}
The amplitude falls by a factor $e$ over $1/|\operatorname{Im}T|$: about 0.68 m for the helicon and 4.4 mm for the TG wave. For comparison, the weak-collision law \eqref{eq:damping} gives $|\operatorname{Im}\beta_2|\simeq239$ m$^{-1}$, 5\% above the full value of 227 m$^{-1}$. A TG wave launched at the wall is thus absorbed within millimetres in this model. What share of the total power it takes depends on the antenna and the wall conditions, which are not solved here.

The two-branch solution can be put back into \eqref{eq:momentum} and Faraday's law. For $M=1$, $r=30$ mm, the above $\nu$, and branch amplitudes 1 and 0.3, the largest component of the mismatch in Faraday's law is $7\times10^{-16}$ of the largest component of $i\omega\mathbf B$. A single field with the inertialess value $\beta=k_w^2/k$ leaves 0.067. That number can be traced: for $\nabla\times\mathbf B=\beta\mathbf B$ the relative mismatch is $|\gamma\beta^2-k\beta+k_w^2|/k_w^2$, which here reduces to $|\gamma|k_w^2/k^2$.

\subsection{Conditions and neglected effects}

Dropping displacement current needs more than $\omega\ll\omega_p$. Let $\mathbf E$ lie along $x$ and set $\nu=0$. The $y$ component of \eqref{eq:momentum} gives $v_y=i\omega_cv_x/\omega$, and the $x$ component then yields
\begin{equation}
j_x=-i\omega\varepsilon_0\frac{\omega_p^2}{\omega_c^2-\omega^2}E_x .
\label{eq:jx}
\end{equation}
The displacement current is $-i\omega\varepsilon_0E_x$. It is small beside \eqref{eq:jx} when $\omega_p^2\gg\omega_c^2-\omega^2$, which for $\omega\ll\omega_c$ means $\omega_p\gg\omega_c$. In the example $(\omega_c/\omega_p)^2=0.002$, and restoring displacement current changes $T_2$ by $-0.1\%$ and $T_1$ by $0.01\%$.

The ion current follows from \eqref{eq:jx} with ion frequencies. For $\omega$ far above the ion cyclotron frequency $\omega_{ci}$, its magnitude relative to the electron current is $\omega_c\omega_{ci}/\omega^2$ when $\omega\ll\omega_c$. This must be small. Including argon ions raises $T_2$ by 1.3\% and lowers $T_1$ by 0.1\%.

Electron temperature matters more. The axial phase speed $\omega/k$ is 3.3 times $\sqrt{2k_BT_e/m}$. Replacing the cold collisionless response along $\mathbf B_0$ by that of a Maxwellian raises $T_2$ by 9.8\% and lowers $T_1$ by 0.6\%. The associated Landau damping length of the TG wave is 0.89 m, so collisions dominate its damping at this $k$ and $T_e$. This length is exponentially sensitive to the phase speed: it falls to about 27 mm at 5 eV, and at twice the chosen $k$ it is about 1.2 mm, shorter than the collisional 2.2 mm, so the short axial wavelengths in an antenna spectrum can be Landau damped. Temperature also changes the collisional damping itself: a Maxwellian response with the same constant $\nu$ shortens the TG decay length from 4.4 to about 3.5 mm. The finite gyroradius, with $T_2^2k_BT_e/(m\omega_c^2)=0.04$, reduces the low-frequency transverse electron response by about 3\% and the parallel response by about 4\%; the two nearly cancel, and with the full Maxwellian response the rise of $T_2$ is 9.3\% instead of 9.8\%.

These inputs are rough typical values for an argon helicon etching source, not data from one machine. Such a source also breaks the assumption of uniform density, since the plasma thins toward the wall. Halving $n$ at fixed $\omega$, $B_0$ and $k$ lowers $T_1$ from 69 to 25 m$^{-1}$, mainly because $\beta_1\simeq k_w^2/k$ is roughly proportional to $n$ and falls from 73.5 to 35 m$^{-1}$, and partly because $\beta_1$ then approaches $k$ near the lower limit in \eqref{eq:window}, but raises $T_2$ by only 4\%, to 1002 m$^{-1}$. The helicon pattern therefore needs the real density profile, whereas the millimetre scale of the TG wave survives this change. In a nonuniform plasma $\beta_1$ and $\beta_2$ vary in space, and \eqref{eq:split} is no longer a global separation. A density change within about one TG wavelength can then couple the branches in the interior. Where the density changes little over that distance and the roots stay well apart, this coupling is weak. A mesh for such a source should resolve the local TG wavelength and damping length wherever that wave carries appreciable current. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
frequency = 13.56 MHz; omega = 8.5200e+07 rad/s
B0 = 20.0 mT; density = 2.00e+12 cm^-3
axial wavelength = 25.0 cm; k = 25.133 1/m
omega_c = 3.5176e+09 rad/s; omega_p = 7.9782e+10 rad/s
gamma at nu=0 = 0.02422; delta = 3.758 mm
kw = 41.417 1/m; square root s = 0.8584
inertialess beta kw^2/k = 68.25 1/m
electrostatic beta k/gamma = 1037.7 1/m
helicon beta1 = 73.45 1/m; T1 = 69.02 1/m
TG beta2 = 964.2 1/m; T2 = 963.9 1/m
helicon transverse wavelength = 91.0 mm
TG transverse wavelength = 6.52 mm
beta1 above inertialess value by 7.62 %
beta2 below electrostatic value by 7.08 %
k_min = 12.89 1/m; k_max = 41.93 1/m
density window = 7.186e+11 to 7.602e+12 cm^-3
transverse group velocity, helicon = 9.356e+05 m/s
transverse group velocity, TG = -7.583e+04 m/s
pressure = 3.0 mTorr; gas temperature = 400 K
Te = 3.0 eV; rough e-n rate = 1.0e-13 m^3/s
gas density = 7.242e+19 m^-3; Coulomb log = 10.95
nu_en = 7.242e+06 1/s; nu_ei = 1.225e+07 1/s
nu = 1.949e+07 1/s; nu/omega = 0.229
with nu: beta1 = 73.40 +1.38i 1/m
with nu: beta2 = 912.7 -227.0i 1/m
with nu: T1 = 68.96 +1.47i 1/m
with nu: T2 = 912.3 -227.0i 1/m
helicon amplitude decay length = 679 mm
TG amplitude decay length = 4.40 mm
largest root deviation from determinant = 2.9e-12
full-mode frequency shift, helicon = -0.007 %
full-mode frequency shift, TG = -0.090 %
two-branch Faraday residual = 7.1e-16
inertialess-root Faraday residual = 0.067
Neglected effects (changes of T1 and T2 at fixed omega and k):
displacement current: T1 +0.010 %, T2 -0.105 %
argon ion motion: T1 -0.118 %, T2 +1.289 %
parallel thermal response: T1 -0.649 %, T2 +9.767 %
phase speed / sqrt(2 kTe/m) = 3.300
TG Landau decay length = 886 mm
gyroradius parameter T2^2 kTe/(m omega_c^2) = 0.0396
gyroradius cut of transverse response = 2.91 %
half density: T1 = 24.83 1/m, T2 = 1002.0 1/m
\end{verbatim}
